# Choosing the Broadening When Reading a Contact Barrier from Layer DOS

A metal electrode touches a semiconductor, and the question is how far the conduction edge lies above the Fermi level at the contact. A supercell calculation gives the density of states (DOS) layer by layer. Near the metal there is no clean gap, because metal states leak into the semiconductor. Deep in the slab the leaked states have died out, but there the edge has been moved by the electric field left in the slab. The barrier must be reconstructed from the layers in between.

A setting that can defeat this is the broadening width of the projected DOS. The usable signal falls exponentially with depth, while a Lorentzian width adds a background that does not. This guide derives what the signal contains, how the edge follows from it, and which width, energies and layers can be used.

## What is to be found

Energies are measured from the Fermi level. The semiconductor occupies $0<z<L$, with $z=0$ half a plane spacing before its first plane. Beyond a short-ranged interface dipole, the conduction edge is

$$E_c(z)=\phi_B+Fz+\tfrac12Cz^2 .$$

The barrier $\phi_B$ is this smooth curve continued to $z=0$. It is not the edge of the first layer, which contains the dipole.

In atomic units the electron energy is minus the electrostatic potential. For a depleted slab with uniform donor density $N_D$ and relative permittivity $\varepsilon_r$, Poisson's equation gives $C=4\pi N_D/\varepsilon_r$. If the field vanishes at the back, $F=-CL$.

The analysis uses a two-band chain. Planes A and B alternate at spacing $d$, the period is $a=2d$, and the hopping is $t>0$. The onsite energies are $E_c$ on A and $E_c-E_g$ on B, where $E_g$ is the gap. The DOS is taken at the parallel momentum of the band edge. The potential is prescribed, not self-consistent, so the true barrier is known.

## The gap DOS is the square of one wave

Let the metal act on the first plane, $l=0$, through a self-energy $\Sigma$, and let $\Gamma=-2\,\mathrm{Im}\,\Sigma$. With $G=(E-H-\Sigma)^{-1}$,

$$G-G^\dagger=G\left[(G^\dagger)^{-1}-G^{-1}\right]G^\dagger=G(\Sigma-\Sigma^\dagger)G^\dagger=-iG\Gamma G^\dagger .$$

The diagonal element on the left is $2i\,\mathrm{Im}\,G_{ll}$. The sharp DOS of plane $l$ is therefore

$$D_l=-\frac1\pi\mathrm{Im}\,G_{ll}=\frac{\Gamma}{2\pi}|G_{l0}|^2 .$$

For $l\ge1$ the column $G_{l0}$ obeys the slab's recurrence, which has real coefficients, and it vanishes one plane beyond the back. Starting from the back, every element is a real multiple of the last one. Hence $D_l=C_E\psi_l^2$, where $\psi$ is a real solution and $C_E$ does not depend on the plane.

The square hides the sign of $\psi$, but in the gap the sign is known. Number the A planes by $j$, and let B plane $j$ follow A plane $j$. Write $\psi_{A,j}=(-1)^j\varphi_j$ and $\psi_{B,j}=(-1)^j\chi_j$. Define

$$y=E_c(z_j)-E,\qquad x=E_g-y .$$

The B equation $(E-\varepsilon_{B,j})\psi_{B,j}=t(\psi_{A,j}+\psi_{A,j+1})$ and the A equation $-y\,\psi_{A,j}=t(\psi_{B,j}+\psi_{B,j-1})$ become

$$(E-\varepsilon_{B,j})\chi_j=t(\varphi_j-\varphi_{j+1}),\qquad y\varphi_j=t(\chi_{j-1}-\chi_j).$$

If $E$ is in the gap everywhere, both $E-\varepsilon_{B,j}$ and $y$ are positive. For a slab that ends on a B plane, as in the example, $\varphi=0$ one plane beyond the back, and the last $\chi$ may be chosen positive. For a slab that ends on an A plane, $\chi=0$ there and the last $\varphi$ is chosen positive. Stepping towards the metal then adds positive terms to both quantities, so all of them are positive. Therefore $\varphi_j\propto\sqrt{D_j}$ on the A planes, with reflection from the back included. A fit to a single decaying exponential would omit that reflection.

## From the wave to the local edge

Let $f_+$ be the rise of $E_c$ from A plane $j$ to the next plane, and $f_-$ its rise from the previous plane to $j$. On the two neighbouring B planes $E-\varepsilon_B$ equals $x-f_+$ and $x+f_-$. Inserting

$$\chi_j=\frac{t(\varphi_j-\varphi_{j+1})}{x-f_+},\qquad \chi_{j-1}=\frac{t(\varphi_{j-1}-\varphi_j)}{x+f_-}$$

into the A equation gives, with $r_\pm=\varphi_{j\pm1}/\varphi_j$,

$$y=t^2\left[\frac{r_+-1}{x-f_+}+\frac{r_--1}{x+f_-}\right].\qquad(1)$$

Without bending, $r_\pm=e^{\mp\kappa a}$ for a decaying wave, and (1) becomes

$$y(E_g-y)=t^2(2\cosh\kappa a-2)=4t^2\sinh^2(\kappa a/2).\qquad(2)$$

This is the bulk complex band. It separates gap states from the band edge: the edge is the energy at which the decay rate vanishes, whatever the size of the DOS. For small $\kappa$, (2) gives $y\approx t^2a^2\kappa^2/E_g=\kappa^2/2m^*$, so $m^*=E_g/(2t^2a^2)$.

To solve (1), multiply it by $x$ and call the right side $Q$. Then $y(E_g-y)=Q$, and in the upper half of the gap

$$y=\frac{E_g}{2}-\sqrt{\frac{E_g^2}{4}-Q}.$$

Since $Q$ depends weakly on $y$ through $f_\pm/x$, a few repetitions suffice when the steps are small.

The steps matter more than their size suggests. For equal steps $f$, expansion to first order gives

$$xy\approx t^2\left[r_++r_--2+\frac fx(r_+-r_-)\right].$$

For an edge falling into the slab, $f<0$ and $r_+<r_-$, so the last term is positive. Leaving it out makes the edge too low. The term becomes smaller as the decay slows, since $r_+-r_-\approx-2\sinh\kappa a$ for a nearly exponential wave.

## One layer worked through

The example has $E_g=1.2$ eV, $t=1.5$ eV, $a=3$ Å and $L=60$ Å. These are round model parameters and describe no particular material. The curvature below corresponds to $\varepsilon_r=12$ and $10^{19}$ donors per cm$^3$, with 0.9 MV/cm at the contact. This is a heavily doped, high-field case, and the step correction is smaller in weaker fields. The effective mass is 0.226 electron masses. The true barrier is 0.65 eV, with $C=1.508\times10^{-4}$ eV/Å$^2$ and $F=-0.00905$ eV/Å.

Layers are counted by the index $j$ of their A plane, starting from zero. In layer 8, at $z=24.75$ Å and $E=0.20$ eV, the ratios are $r_+=0.7308$ and $r_-=1.3759$. Without steps,

$$Q=2.25\,(0.7308+1.3759-2)=0.240\ \text{eV}^2,\qquad y=0.6-\sqrt{0.36-0.240}=0.254\ \text{eV}.$$

The edge would be at 0.454 eV. With $f_+=-0.00780$ eV and $f_-=-0.00814$ eV the repetition settles at $y=0.2722$ eV, where $x=0.9278$ eV. Substitution confirms it:

$$2.25\left[\frac{-0.2692}{0.9356}+\frac{0.3759}{0.9197}\right]=0.272\ \text{eV}.$$

The edge is then 0.472 eV, which agrees with the prescribed potential. Steps of 8 meV have moved it by 19 meV.

## From the edges to the barrier

Average the edges over several energies, subtract $\tfrac12Cz^2$, and fit a straight line. Adding $\tfrac12Cz^2$ back to the line gives the smooth edge, and from it new steps $f_\pm$; the first round uses zero steps. Repeat until nothing changes, and read the line at $z=0$.

With energies from 0.15 to 0.30 eV and layers 5 to 14, the sharp DOS gives $\phi_B=0.6499$ eV, or 0.02388 hartree. The error relative to the prescribed value is below 0.1 meV. Ignoring the steps lowers the barrier by 38 meV.

If the doping is not known, $C$ can be fitted too. This gives 0.6496 eV and a donor density 0.4% below the prescribed one. That success belongs to nearly noise-free data, since a free curvature makes the extrapolation less stable.

For independent edge errors of equal standard deviation $s$, the variance of the straight-line intercept is

$$s_B^2=s^2\left[\frac1n+\frac{\bar z^2}{\sum_j(z_j-\bar z)^2}\right],$$

because the mean edge and the fitted slope are then uncorrelated. Here $n=10$, $\bar z=29.25$ Å and the sum is 742.5 Å$^2$, so $s_B\approx1.1\,s$ with the steps held fixed. Refitting the steps feeds the slope error back into the edges and raises the factor to about 1.3. With a free curvature it is about 6. Starting the fit deeper, or using fewer layers, raises this factor.

## What the broadening width adds

A Lorentzian of half-width $\eta$ replaces $G(E)$ by $G(E+i\eta)$. Away from band edges and resonances,

$$G(E+i\eta)=G+i\eta G'-\tfrac12\eta^2G''-\tfrac i6\eta^3G'''+\dots$$

Taking $-\mathrm{Im}/\pi$ gives

$$D(\eta)=D(0)-\frac{\eta}{\pi}\mathrm{Re}\,G'-\frac{\eta^2}{2}D''(0)+\frac{\eta^3}{6\pi}\mathrm{Re}\,G'''+\dots\qquad(3)$$

where $D''(0)$ is the second energy derivative of the sharp DOS. The linear term is the tail of the band states. It remains where $D(0)$ has died out, so it acts as a floor.

Its size follows from the bulk Green function on an A plane. Eliminating B in a Bloch state with phase $\theta$ per period gives

$$G_{AA}=-\int_0^{2\pi}\frac{d\theta}{2\pi}\frac{x}{xy+2t^2(1+\cos\theta)}=-\frac{x}{\sqrt{xy(xy+4t^2)}} .$$

Near the edge, $x\approx E_g$ and $xy\ll4t^2$, so $G_{AA}\approx-\sqrt{E_g}/(2t\sqrt y)$. Because $dy/dE=-1$,

$$D_{\rm floor}\approx\frac{\eta}{\pi}\,\frac{\sqrt{E_g}}{4t\,y^{3/2}} .\qquad(4)$$

Layer 12 has its edge at 0.419 eV, so $y=0.219$ eV at $E=0.20$ eV. With $\eta=0.5$ meV, (4) gives $2.8\times10^{-4}$ per eV. The calculated floor is $3.0\times10^{-4}$ per eV, and it doubles with $\eta$. The sharp DOS there is $2.6\times10^{-5}$ per eV, eleven times smaller. A width that looks very fine on a plot has buried the signal.

Applied to this broadened DOS, the extraction returns a barrier 225 meV too high. The edges found at different energies disagree by up to 151 meV, about as much as the 150 meV range of energies used. This is the signature of the floor: where $\varphi$ is flat, (1) gives $y=0$, and the "edge" merely follows the chosen energy. Deep edges that are too low also steepen the fitted line, which is consistent with the barrier coming out too high.

## Choosing the width

**Reducing the width alone is a poor remedy.** The signal falls roughly as $e^{-2\kappa z}$, so halving $\eta$ moves the depth where signal and floor are equal by $\ln2/(2\kappa)$. At $y=0.27$ eV, (2) gives $\kappa=0.111$ Å$^{-1}$, and the gain is 3 Å, one period. To hold the floor at 1% of the signal in layer 12 would take $\eta\approx4\times10^{-7}$ eV.

**Remove the floor with two widths.** From (3),

$$2D(\eta)-D(2\eta)=D(0)+\eta^2D''(0)-\frac{\eta^3}{\pi}\mathrm{Re}\,G'''+\dots$$

The linear term has cancelled. In the example the barrier error falls from 225 meV to below 0.1 meV, and the disagreement between energies falls to 0.14 meV.

Two conditions limit $\eta$ from above. Since $D(0)\sim e^{-2\kappa z}$, the quadratic term is small if $2z|d\kappa/dE|\,\eta\ll1$, where $|d\kappa/dE|\approx m^*/\kappa$. For the cubic term, $G\propto y^{-1/2}$ gives $G'=G/(2y)$ and $G'''=15G/(8y^3)$. The remainder is therefore roughly $\tfrac{15}{4}(\eta/y)^2$ times the floor, and this product must be small compared with the signal. The limit is tight. In the example the barrier error after subtraction is about 0.3 meV at $\eta=1$ meV, 3 meV at 2 meV, 50 meV at 5 meV and over 200 meV at 10 meV.

**Write out enough digits.** The subtraction leaves a small difference of larger numbers, and (1) then takes a second difference. A relative error $e$ in $D_j$ alone changes $r_++r_-$ by the fraction $-e/2$. For layer 8, neglecting the steps, the edge moves by

$$|\delta y|\approx\frac{t^2(r_++r_-)}{E_g-2y}\,\frac e2=\frac{2.25\times2.107}{0.656}\,\frac e2\approx3.6\,e\ \text{eV}.$$

An isolated error of 0.1% moves this one edge by about 4 meV. The two neighbouring edges move the other way, so much of it cancels in the fit. Independent errors of 0.1% in all layers and energies scatter the barrier by about 1.5 meV. In layer 14 the sharp DOS is $8\times10^{-6}$ per eV, while $D(2\eta)$ is of order $10^{-3}$ per eV. An accuracy of 0.1% there requires the broadened DOS to about one part in $10^5$. An error factor common to all layers cancels in the ratios.

**A Gaussian has no such floor.** A band state at distance $\Delta$ contributes in proportion to $e^{-\Delta^2/2\sigma^2}$, where $\sigma$ is the standard deviation. What remains for $\sigma\ll\Delta$ is the local averaging error $\tfrac12\sigma^2D''(0)$. If the choice exists, a Gaussian is preferable, with $\sigma$ well below $y$ and also $2z|d\kappa/dE|\,\sigma\ll1$, so that the averaging error stays small. In the example the barrier error is about 0.4 meV at $\sigma=20$ meV, 2 meV at 30 meV and 65 meV at 50 meV.

**In a finite supercell, use single levels.** A finite metal has discrete levels, and between them the sharp DOS is zero. With $\eta$ well below their spacing, the broadened DOS there consists only of the tails of the levels, and the two-width subtraction removes nearly all of it. Broadening is unnecessary here. Each level in the gap obeys the same recurrence in the semiconductor and the same condition at the back, so the square root of its layer weight can serve as $\varphi_j$. With 200 metal planes, three levels between 0.15 and 0.31 eV give 0.6499 eV, the same barrier as the sharp DOS. If a level contains several evanescent channels, its summed layer weight is not the square of one wave, and the channel components must first be separated.

## Choosing energies and layers

The energies should lie below the lowest conduction edge in the slab, here 0.379 eV at the back. Above it $y$ is negative near the back, and the sign argument no longer guarantees that $\varphi$ keeps one sign. They must also lie in the upper half of the local gap. Since $\delta y=\delta Q/(E_g-2y)$, errors are strongly amplified towards midgap. Going closer to the edge raises the floor (4) as $y^{-3/2}$, but for a parabolic band without bending the signal $e^{-2\kappa z}$ rises faster as long as $\kappa z>3/2$. The expansion (3) still requires $\eta\ll y$. A range of energies is useful because their disagreement can reveal contamination. It does not bound the barrier error: in the broadened example the disagreement was 151 meV and the error 225 meV.

The first fitted layer must lie beyond the dipole. The example's dipole is 0.15 eV with a decay length of 2 Å. At layer 5, $z=15.75$ Å, 0.06 meV of it remains, and the edge found there is off by 0.1 meV. This range is short. The DOS of the gap states in this model decays no faster than $1/(2\kappa)=3.8$ Å, its midgap value. A dipole of that range raises the barrier error to about 0.6 meV, or 3 meV with a free curvature. In a real contact the range is not known in advance, so the first layer should be moved until the barrier is stable.

The plane $z=0$ must be reported with the barrier. Moving it by one plane spacing, 1.5 Å, changes the result by 14 meV.

## Where the reading fails

**Thresholds.** In layer 5 the true edge is 0.526 eV. With $\eta=1$ meV and an energy grid of 2.5 meV, taking the edge where the DOS first exceeds 0.01 per eV gives 0.378 eV, and 0.05 per eV gives 0.458 eV. Both are too low, and they differ by 80 meV through the threshold alone.

Deeper in, taking the first peak as the edge errs in this example in the other direction. In layer 13 this peak is at 0.480 eV, although the edge is at 0.41 eV. The cause is quantization. With $F=-CL$, the edge is $E_c(L)+\tfrac12C(L-z)^2$, half of a harmonic well closed by the back wall. The slab ends on a B plane, so $\varphi$ vanishes at the wall and the lowest level is the first odd one, $\tfrac32\omega$ above the bottom, with $\omega=\sqrt{C/m^*}$. Here $1/m^*=2t^2a^2/E_g=33.75$ eV Å$^2$, so $\omega=0.071$ eV and the level is expected at $0.379+0.107=0.486$ eV, close to the peak. The termination matters. If the slab ends on an A plane, $\chi$ vanishes instead, $\varphi$ has zero slope at the wall, and the level lies about $\tfrac12\omega$ above the bottom, near 0.41 eV. In either case the peak marks a level of the whole well, not the local edge.

**DOS summed over parallel momentum.** States with transverse energy decay faster. If they form a continuum starting at zero with slowly varying weight, integrating $e^{-2\kappa z}$ over transverse energy adds a factor proportional to $1/z$. Then $\varphi\propto z^{-1/2}e^{-\kappa z}$, and

$$\frac{\varphi''}{\varphi}=\left(\kappa+\frac1{2z}\right)^2+\frac1{2z^2}=\kappa^2+\frac{\kappa}{z}+\frac{3}{4z^2}.$$

The last two terms imitate a higher edge. In layer 8 at $E=0.30$ eV, $y=0.172$ eV and the parabolic band gives $\kappa\approx0.10$ Å$^{-1}$. The predicted shift, $(\kappa/z+3/4z^2)/2m^*$, is 0.09 eV. The calculated shift is 0.107 eV for transverse energies spread evenly from 0 to 0.4 eV, and it depends on this range. The estimate gives only the order of magnitude: it neglects the upper limit of the transverse energies, higher terms in $1/(\kappa z)$, bending and non-parabolicity. Projecting on the parallel momentum of the edge avoids the problem.

**Other band structures.** Equation (1) belongs to the two-band chain. For a real semiconductor, its role passes to the recurrence of a bulk Hamiltonian in a localized basis, with the potential steps included. In general this needs the orbital components of the wave, not only the DOS summed over each layer. If several evanescent waves decay at similar rates, the DOS is no longer one square and the method does not apply as it stands. Finally, the barrier inherits the band edge of the electronic-structure method. An error in the calculated gap is not repaired by reading the DOS correctly.

The values of the main example are in the numerical output below.

## Numbers as computed

```
gap 1.20 eV, hopping 1.50 eV, period 3.0 angstrom
slab length 60.0 angstrom, periods 20
relative permittivity 12.0, donors 1.00e-05 per angstrom^3
metal: onsite -0.50, hopping 2.50, contact 1.20 eV
dipole 0.15 eV, range 2.0 angstrom
effective mass: formula 0.2258, numeric 0.2258 m_e
midgap decay constant kappa 0.1325 per angstrom
midgap DOS decay length 1/(2 kappa) 3.77 angstrom
edge curvature C 1.5079e-04 eV/angstrom^2
energies used (eV): 0.15 0.20 0.25 0.30
layer, z (angstrom), DOS at 0.20 eV (1/eV), edge found, edge true (eV)
   5  15.75 2.141e-03 0.52610 0.52620
   8  24.75 3.047e-04 0.47225 0.47226
  11  33.75 4.772e-05 0.43052 0.43053
  14  42.75 7.762e-06 0.40100 0.40101
layer 8, 0.20 eV: phi ratios up 0.73078, down 1.37590
layer 8: steps f_up -0.00780, f_dn -0.00814 eV
true barrier 0.65000 eV, true slope -0.009048 eV/angstrom
barrier found 0.64992 eV = 0.023884 hartree
slope found -0.009045 eV/angstrom
barrier error -0.084 meV, spread over energies 0.1519 meV
free curvature: barrier 0.64958 eV, donors 9.957e-06 per angstrom^3
error without potential steps -37.69 meV
width eta 0.50 meV; floor, layer 12, 0.20 eV: 2.963e-04 1/eV
sharp DOS there 2.608e-05 1/eV; floor ratio 2eta/eta 2.0000
broadened, raw: error 224.98, spread 150.88 meV
floor removed: error -0.038, spread 0.144 meV
supercell: 200 metal planes, 3 gap levels used
  level energies (eV): 0.1541 0.2305 0.3066
  barrier 0.64992 eV, error -0.081 meV
momentum-summed DOS: edge shift in layer 8 at 0.30 eV 106.5 meV
layer 5 onset: 0.3775 eV at 0.01/eV, 0.4575 eV at 0.05/eV
layer 5 true edge 0.5262 eV
layer 13 first peak 0.4800 eV, true edge 0.4095 eV
true edge at the back 0.3786 eV
barrier change if z=0 moves by 1.5 angstrom: 13.57 meV
```
